# Why a logistic fit to a diffusion couple makes diffusivity diverge

## Question

I want to extract the composition-dependent interdiffusivity $D$ from concentration profiles of Ni | Ni–20 at.% Co couples. Boltzmann–Matano inversion needs a derivative, so I smooth the profile with a logistic curve first. It has the right S shape and only two free parameters, its centre and its width.

To test the procedure I made an artificial profile with constant $D=1\times10^{-10}\ \mathrm{cm^2/s}$, annealed for 100 h. The fit looks good: the largest misfit is 0.19 at.% Co, less than the roughly 0.3 at.% scatter I expect from one microprobe reading. Yet the inverted $D$ is lowest in the middle and climbs towards both ends. Is this a numerical problem with small gradients, or does the logistic itself do it? If it is the curve, how can such a small misfit matter?

## Answer

The curve does it, and perfect numerical differentiation would not help. The logistic can be inverted in closed form, and the result grows without limit at both terminal compositions.

### The inversion formula and its assumptions

Let $u$ be the composition scaled to run from 0 at the left end to 1 at the right end. Assume an infinite couple, a single phase, constant molar volume, a sharp initial step, and a $D$ that depends on composition only. Then

$$\frac{\partial u}{\partial t}=\frac{\partial}{\partial x}\left(D\frac{\partial u}{\partial x}\right).$$

Neither the initial step nor $D(u)$ supplies a length, so $u$ depends on $x$ and $t$ through $\xi=x/\sqrt t$ alone. Since $\partial\xi/\partial t=-\xi/(2t)$ at fixed $x$, we have $\partial u/\partial t=-(x/2t)u'$, where a prime means $d/dx$ at fixed $t$. Hence

$$(Du')'=-\frac{x}{2t}u'. \tag{1}$$

Integrate from the left end, where the flux vanishes, and use $u'\,dx=du$:

$$Du'=-\frac1{2t}\int_0^u x\,dv,\qquad
D(u)=-\frac1{2t}\frac{dx}{du}\int_0^u x(v)\,dv. \tag{2}$$

The flux also vanishes at the right end, so $\int_0^1x\,du=0$. This condition fixes the origin of $x$, the Matano plane.

### Inverting the logistic

Take

$$u=\frac1{1+e^{-x/w}},$$

with its asymptotes identified with the terminal compositions. Then $u/(1-u)=e^{x/w}$, so

$$x=w[\ln u-\ln(1-u)],\qquad
\frac{dx}{du}=w\left(\frac1u+\frac1{1-u}\right)=\frac{w}{u(1-u)}.$$

The two integrals needed are

$$\int_0^u\ln v\,dv=u\ln u-u,\qquad
\int_0^u\ln(1-v)\,dv=-(1-u)\ln(1-u)-u.$$

On subtraction the terms $-u$ cancel:

$$\int_0^u x\,dv=w[u\ln u+(1-u)\ln(1-u)]. \tag{3}$$

This is zero at $u=1$, so the centre of the logistic is indeed its Matano plane. Inserting (3) and $dx/du$ into (2) gives

$$D(u)=\frac{w^2}{2t}\,[f(u)+f(1-u)],\qquad
f(u)=-\frac{\ln u}{1-u}. \tag{4}$$

Both terms are positive, because the logarithms are negative.

**The middle.** Here $f(1/2)=2\ln2$, so $D(1/2)=2\ln2\,w^2/t$. To see that this is the minimum, write

$$f(u)=\int_0^1\frac{ds}{1-s+su}.$$

The second derivative of the integrand with respect to $u$ is $2s^2/(1-s+su)^3$, which is positive for $s>0$. Thus $f$ is strictly convex, and so is the sum in (4). That sum is also symmetric about $u=1/2$, so its least value lies there.

**The ends.** As $u\to0$, $f(u)\to-\ln u$, while $f(1-u)=-\ln(1-u)/u\to1$. Therefore

$$D\simeq\frac{w^2}{2t}(1-\ln u)\quad(u\to0),\qquad
D\simeq\frac{w^2}{2t}[1-\ln(1-u)]\quad(u\to1). \tag{5}$$

The second result follows from the symmetry of (4). Far out on either side the smaller of $u$ and $1-u$ is close to $e^{-|x|/w}$, so in space

$$D\simeq\frac{w^2}{2t}\left(1+\frac{|x|}{w}\right).$$

The inverted diffusivity grows linearly with distance. Nothing in the profile looks singular, because the flux magnitude

$$Du'=-\frac{w}{2t}[u\ln u+(1-u)\ln(1-u)]$$

still goes to zero at both ends. The gradient vanishes faster than $D$ diverges.

This divergence belongs to the extrapolated curve. A finite set of readings shows a spurious rise, not an infinity. If you also fit the asymptotes and use them as terminal compositions, the singularities sit at those fitted values.

### Why the tail matters

On the left side, (2) can be read as

$$D=\frac1{2t}\,\langle|x|\rangle_{\rm tail}\,\frac{u}{u'},\qquad
\langle|x|\rangle_{\rm tail}=\frac1u\int_0^u|x|\,dv. \tag{6}$$

The first factor after $1/2t$ is the mean distance from the Matano plane, averaged over the composition between 0 and $u$. The second is the local decay length of the profile. For the logistic, $u/u'=w/(1-u)$, which settles at $w$, while the mean distance keeps growing. Their product must diverge.

For constant $D$ the profile is an error function with standard deviation $\sigma$, and

$$u'=\frac{e^{-x^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma},\qquad
u''=-\frac{x}{\sigma^2}u'.$$

Hence $\int_{-\infty}^x s\,u'(s)\,ds=-\sigma^2u'(x)$, and (2) gives $D=\sigma^2/2t$ at every composition. Here the decay length shrinks just fast enough to compensate for the growing distance.

A Gaussian tail is required even if $D$ varies with composition, provided it has a finite positive terminal value $D_0$. Let $F=Du'$ and $y=-x>0$ on the left. Equation (1) becomes

$$\frac{d\ln F}{dy}=-\frac{y}{2Dt}.$$

If $D\to D_0$, integration gives $\ln F\sim-y^2/(4D_0t)$ to leading order. Since $u'=F/D$, the gradient has the same leading Gaussian decay, and so does its integral $u$. The right end works in the same way with $1-u$. An exponential tail is incompatible with this law.

The general trend appears if the tail is $u=e^{-(y/w)^p}$ with $p\ge1$. Integration by parts gives

$$F=\frac1{2t}\int_y^\infty s\left|\frac{du}{ds}\right|ds
=\frac1{2t}\left[yu+\int_y^\infty u\,ds\right].$$

To bound the last integral, write $u=-(w^p/ps^{p-1})\,du/ds$. Because $s^{1-p}\le y^{1-p}$ for $s\ge y$, the integral is at most $uw^p/(py^{p-1})$. Relative to $yu$ this is at most $(w/y)^p/p$, which vanishes far out. Dividing $F\simeq yu/2t$ by the gradient $py^{p-1}u/w^p$ yields

$$D\simeq\frac{w^p y^{2-p}}{2pt}. \tag{7}$$

Tails with $1\le p<2$ force $D$ to diverge, those with $p>2$ force it to zero, and $p=2$ gives a finite limit. The logistic is the case $p=1$.

### The logistic can be a diffusion profile

The logistic does not violate the diffusion equation. If $w\propto\sqrt t$, then $w^2/t$ is constant, (4) is a fixed function of composition, and the logistic solves the equation with that singular $D$.

I checked this by marching the diffusion equation in scaled units from a logistic with $w=1$ at $t=1$ to $t=4$, where the width should be 2. With $D$ from (4), evaluated with $u$ limited to the range $10^{-9}$ to $1-10^{-9}$, the largest error in $u$ was $1.6\times10^{-5}$. With a constant $D=\pi^2/6$, chosen to give the same growth of variance, the result differed from the expected logistic by up to 0.021.

So the inversion reports faithfully what the curve implies. The fault lies in imposing that curve on a material whose terminal diffusivities are finite.

### Your couple in numbers

The true diffusivity is $0.01\ \mathrm{\mu m^2/s}$ and $t=3.6\times10^5$ s, so

$$\sigma=\sqrt{2Dt}=\sqrt{7200}\ \mathrm{\mu m}=84.85\ \mathrm{\mu m}.$$

I sampled the noiseless error-function profile at 81 points over $\pm400\ \mathrm{\mu m}$ and fitted a logistic with its asymptotes held at 0 and 20 at.% Co. The fitted width is $w=49.88\ \mathrm{\mu m}$, and

$$\frac{w^2}{2t}=\frac{(49.88\ \mathrm{\mu m})^2}{7.2\times10^5\ \mathrm{s}}
=3.456\times10^{-11}\ \mathrm{cm^2/s}.$$

In the middle, multiplication by $4\ln2=2.773$ gives $0.958\times10^{-10}\ \mathrm{cm^2/s}$, 4% below the true value. At $u=0.01$, $f(0.01)=4.652$ and $f(0.99)=1.005$. Their sum, 5.657, gives $1.955\times10^{-10}\ \mathrm{cm^2/s}$. Other compositions follow in the same way:

| at.% Co | $D$ ($10^{-10}$ cm²/s) |
|---:|---:|
| 10 | 0.96 |
| 4 | 1.08 |
| 2 | 1.25 |
| 1 | 1.44 |
| 0.2 | 1.96 |
| 0.02 | 2.74 |

By symmetry the same values occur at equal distances from the 20 at.% end. The false $D$ crosses the true one at $u=0.311$ and $0.689$, and reaches twice the true value at $u=0.0087$ and $0.9913$. Near the ends each further decade in $u$ or $1-u$ adds about $(w^2/2t)\ln10=0.80\times10^{-10}\ \mathrm{cm^2/s}$.

The damage is not confined to compositions lost in the scatter. At 1 at.% Co, more than three times the scatter away from the end, $D$ is already 44% too high.

Equation (6) shows how a small misfit can do this. At $u=0.01$ the mean tail distance is $279\ \mathrm{\mu m}$ for the logistic and $226\ \mathrm{\mu m}$ for the error function, a ratio of 1.24. The decay lengths are 50.4 and $31.8\ \mathrm{\mu m}$, a ratio of 1.58. The product is 1.96. A small absolute difference in composition is a large relative difference in the tail, and the inversion depends on the latter.

### Would noisy data reveal the wrong curve?

The residual size alone may not. I added Gaussian scatter of 0.3 at.% to the 81 readings and fitted both curves, each with free centre and width. For this one synthetic data set the rms residual was 0.304 at.% for the logistic and 0.260 at.% for the error function. Taken alone, the logistic value looks entirely acceptable.

Comparing the two fits is more informative. The difference in the sum of squared residuals, divided by the variance of the scatter, is

$$\frac{81(0.304^2-0.260^2)}{0.3^2}\approx22.$$

For independent Gaussian scatter of known size, this is a log-likelihood difference of about 11 in favour of the error function. This draw was a favourable one: the noiseless rms misfit of 0.115 at.% gives an average of only about $81(0.115/0.3)^2\approx12$ in place of 22, or a log-likelihood difference of about 6. The difference also varies widely from draw to draw, with a standard deviation of about 6.5: the logistic fits better in about 3% of draws, and the difference is below 4 in about 11%. Data of this quality therefore usually, but not always, tell the curves apart, even though the logistic residual is close to the expected scatter. Of course, the artificial profile really was an error function. A measured profile may be neither curve.

### How this carries over to a real couple

The example represents a solid-solution couple at 1473 K. Its diffusivity is a rough typical size, not a measured result, and single-crystal halves are assumed so that grain boundaries can be ignored. The first assumption to relax is constant $D$. As a trial, let the true $D$ rise exponentially with $u$ by a factor of 1.3 across the couple. Repeating the logistic fit on that profile gives false-to-true ratios of 2.22 at $u=0.01$, 0.96 in the middle and 1.72 at $u=0.99$.

The unequal end ratios expose another defect. Equation (4) is symmetric in $u$ and $1-u$ whatever data were fitted. With fixed asymptotes, the logistic therefore erases any difference in $D$ between the two ends, as well as adding a false rise at both.

Unequal molar volumes matter much less here. If the molar volume $V$ is linear in $u$, the conserved densities $u/V$ and $1/V$ have fluxes

$$F_u=\frac1{2t}\int_{-\infty}^x s\,d\!\left(\frac uV\right),\qquad
G=\frac1{2t}\int_{-\infty}^x s\,d\!\left(\frac1V\right),$$

with the left end at rest. Subtracting the mean atomic motion gives $F_u-uG=-(D/V)u'$, and the origin is fixed by $F_u=G$ at the right end. If $V$ is assumed to rise by 0.3% from the left end to the right, the $D$ inverted from the logistic changes by at most 0.06% between $u=0.01$ and 0.99, and that from the error function by at most 0.07%.

The other effects I sized are small beside the false rise near the ends, though the last one is comparable with the logistic's 4% error in the middle:

- A Gaussian probe response with a standard deviation of $1\ \mathrm{\mu m}$ adds $1\ \mathrm{\mu m^2}$ to $\sigma^2=7200\ \mathrm{\mu m^2}$, raising $D$ by 0.014%.
- With halves 1.5 mm thick, the diffusion tail at the outer faces is negligible.
- For an activation energy set to 285 kJ/mol as a trial input, not a measured result, heating and cooling at 10 K/min add the equivalent of 0.19% to the annealing time.
- With the same activation energy, a furnace 3 K too hot raises $D$ by 4.8%. If that energy does not vary with composition, the change is a common factor and cannot imitate the rise at the ends.

### What to use instead

Choose a smoother whose tails allow finite terminal diffusivities. The plain error function does, but it builds in constant $D$. A more flexible choice is

$$u=\tfrac12[1+\operatorname{erf}g(x)],$$

where $g$ increases smoothly and its slope tends to a positive constant at each end. Call that constant $k$ on the left. Far out, $u\simeq e^{-g^2}/(2\sqrt\pi|g|)$ and $u'=g'e^{-g^2}/\sqrt\pi$, so

$$\frac{u}{u'}\simeq\frac1{2|g|g'}\simeq\frac1{2k^2|x|}.$$

The mean tail distance approaches $|x|$ in ratio, so (6) gives $D\to1/(4k^2t)$. The right end has its own slope and hence its own limit. For a general $g$, first shift the origin so that $\int_0^1x\,du=0$.

This removes the forced divergence, but it does not create information. In your couple a scatter of 0.3 at.% corresponds to $u=0.015$. If the scatter is that large everywhere, a single reading closer to the end than that hardly distinguishes the profile from the terminal alloy, and the value of $D$ rests largely on the assumed tail. Uniform scatter is a simplification. When counting statistics dominate, the Co scatter near pure Ni is smaller than near 20 at.% Co, so the threshold should be set from the scatter measured at each end. Fit several smoothers with admissible tails, and discard the range where they disagree by more than the uncertainty you need. Agreement alone is not an error bar, because all the fits share the same scatter. To estimate that part, add fresh synthetic scatter to a fitted profile many times and repeat the fit and inversion. The numerical output below lists the values used here.

## Computed results

```
INPUTS (rough typical values)
temperature = 1473 K, time = 100 h
true constant D = 1.00e-10 cm^2/s
Co content: 0 to 20 at.%, scatter 0.3 at.%
readings = 81, window = +/-400 um
LOGISTIC FIT TO THE NOISELESS PROFILE
sqrt(2Dt) = 84.85 um, fitted w = 49.88 um
w^2/(2t) = 3.456e-11 cm^2/s
largest misfit = 0.190 at.% Co
rms misfit = 0.115 at.% Co
INVERTED D: u, at.% Co, x (um), D (1e-10 cm^2/s)
0.500000  10.00000      0.0  0.958
0.200000   4.00000    -69.2  1.081
0.100000   2.00000   -109.6  1.248
0.050000   1.00000   -146.9  1.444
0.010000   0.20000   -229.2  1.955
0.001000   0.02000   -344.5  2.736
0.000001   0.00002   -689.2  5.121
false D equals true D at u = 0.311 and 0.689
false D is twice true D at u = 0.0087 and 0.9913
TAIL AT u = 0.01: mean distance (um), u/u' (um)
logistic: 279.4, 50.4
error function: 226.2, 31.8
SYNTHETIC NOISY DATA: rms residual (at.% Co)
logistic: 0.304
error function: 0.260
NEGLECTED EFFECTS
true D varies by factor 1.3: false/true D
  at u = 0.01: 2.223
  at u = 0.50: 0.958
  at u = 0.99: 1.719
molar volumes 6.60, 6.62 cm^3/mol
  largest change of D, u 0.01-0.99: 0.059 %
probe broadening 1 um: D up 0.0139 %
Co at outer face, 1.5 mm: 6e-69 at.%
activation energy 285 kJ/mol, ramp 10 K/min
  ramps add 11.7 min = 0.19 % of time
furnace 3 K too hot: D up 4.8 % everywhere
CHECK BY MARCHING THE DIFFUSION EQUATION: largest error in u
singular D: 1.6e-05, constant D: 2.1e-02
```
